**Constant-curvature solder joints: shape, force and stability**

For liquid solder of volume $V$ pinned to two equal coaxial pads of radius $a$, the program tests $p=2\gamma/(b+c)$ and $T=2\pi\gamma bc/(b+c)$. Here $\gamma$ is the surface tension, $p$ the excess pressure, $T$ the derivative of surface energy with respect to standoff $h$, $b$ the midplane radius and $c$ the second signed root of the first integral. A chain of conical frusta is relaxed at fixed volume without elliptic functions, and the program asserts that its energy, midplane radius, pressure and force agree with the derived formulas at four standoffs. It also asserts the closed-form stiffnesses of the free and cylindrical joints, and the squat-joint limit to within 6% at $h_0/a=0.3$, where $h_0$ is the free standoff. Signs of constrained Hessian eigenvalues bracket the fold and the cylinder's stability limit near $h=2\pi a$. Second differences of the area minus $p/\gamma$ times the volume, taken for perturbed surfaces, confirm the second-variation formula for angular orders 0, 1 and 2. For the model joint, the output shows a free standoff of $1.069\times10^5$ Å, a stiffness of 0.746 eV/Å² and a maximum pull of 11600 eV/Å. The largest force mismatch in the tests is 1.5 eV/Å, against a force scale $\gamma a$ of 3000 eV/Å.

## Numerical verification

```python
"""
Result under test: liquid solder of fixed volume V, pinned to the edges of two
equal coaxial pads of radius a, has a constant-mean-curvature surface with
    pressure p = 2 gamma/(b+c),   pull T = dE/dh = 2 pi gamma b c/(b+c),
where h is the standoff, gamma the surface tension, E the surface energy,
b the midplane radius and c the second signed root of the first integral.
h, V and the area are elliptic functions of b and c.  Free joint (T = 0):
    stiffness K0 = 2 pi gamma/(2 sigma - tanh(2 sigma)), sinh(sigma) = h0/(2a).
Tests use a = gamma = 1.  The independent side is a chain of conical frusta
relaxed by Newton's method at fixed volume, with no elliptic functions.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import null_space
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ellipeinc, ellipkinc

pi = np.pi


def edge_parameter(b, c):
    return np.arcsin(np.sqrt(min(1.0, (b*b - 1)/(b*b - c*c))))


def joint(b, c):
    """Standoff, volume, area, pressure and pull from the derived formulas."""
    t, m, s = edge_parameter(b, c), 1 - (c/b)**2, np.sign(b + c)
    e, f = ellipeinc(t, m), ellipkinc(t, m)
    root = np.sqrt(max(0.0, (b*b - 1)*(1 - c*c)))
    h = 2*s*(b*e + c*f)
    vol = 2*pi*s/3*(b*(2*b*b + 3*b*c + 2*c*c)*e - b*c*c*f
                    + np.sign(b - 1)*root)
    return h, vol, 4*pi*abs(b + c)*b*e, 2/(b + c), 2*pi*b*c/(b + c)


def fixed_volume(b, vol):
    """c, standoff, area, pressure, pull for midplane radius b at volume vol."""
    if abs(b - 1) < 1e-6:
        return 1.0, vol/pi, 2*vol, 1.0, pi
    half_pressure = brentq(lambda q: joint(b, 1/q - b)[1] - vol,
                           1/(1 + b), b/(b*b - 1), xtol=1e-15, rtol=1e-14)
    c = 1/half_pressure - b
    h, _, area, p, pull = joint(b, c)
    return c, h, area, p, pull


def profile(b, c, n):
    """Derived profile on a uniform grid in z, used only as a starting guess."""
    t = np.linspace(0, edge_parameter(b, c), 2000)
    m = 1 - (c/b)**2
    z = np.sign(b + c)*(b*ellipeinc(t, m) + c*ellipkinc(t, m))
    r = b*np.sqrt(1 - m*np.sin(t)**2)
    return np.interp(np.abs(np.linspace(-z[-1], z[-1], n + 1)), z, r)


def relax(h, vol, start=None, n=200, want_eigenvalue=False):
    """Stationary area of n frusta at fixed volume; multiplier = pressure."""
    d = h/n
    if start is None:
        x = np.linspace(-1, 1, n + 1)
        q = vol/(pi*h)
        amp = (-4/3 + np.sqrt(16/9 - 32/15*(1 - q)))/(16/15)
        r = 1 + amp*(1 - x*x)
    else:
        r = start.copy()
    r[0] = r[-1] = 1.0
    p = 1.0
    for _ in range(60):
        x, y = r[:-1], r[1:]
        diff, total = y - x, x + y
        slant = np.sqrt(d*d + diff**2)
        bend = total*d*d/slant**3
        grad_a = pi*((slant + total*diff/slant)[:-1]
                     + (slant - total*diff/slant)[1:])
        grad_v = pi*d/3*((x + 2*y)[:-1] + (2*x + y)[1:])
        diag = pi*((2*diff/slant + bend)[:-1] + (-2*diff/slant + bend)[1:])
        diag = diag - p*4*pi*d/3
        off = (-pi*bend - p*pi*d/3)[1:-1]
        hess = np.diag(diag) + np.diag(off, 1) + np.diag(off, -1)
        volume_now = np.sum(pi*d/3*(x*x + x*y + y*y))
        kkt = np.zeros((n, n))
        kkt[:-1, :-1] = hess
        kkt[:-1, -1] = kkt[-1, :-1] = -grad_v
        rhs = -np.append(grad_a - p*grad_v, vol - volume_now)
        if np.max(np.abs(rhs)) < 1e-11:
            break
        step = np.linalg.solve(kkt, rhs)
        r[1:-1] += step[:-1]
        p += step[-1]
    else:
        raise RuntimeError("frustum relaxation did not converge")
    area = np.sum(pi*total*slant)
    lowest = None
    if want_eigenvalue:
        basis = null_space(grad_v[None, :])
        lowest = np.linalg.eigvalsh(basis.T @ hess @ basis)[0]
    return area, p, r, lowest


def relaxed_stiffness(h, vol, d, start=None):
    e = [relax(h + k*d, vol, start)[0] for k in (-1, 0, 1)]
    return (e[0] - 2*e[1] + e[2])/d**2


def free_standoff(vol):
    return 2*np.sqrt(2)*np.sinh(np.arcsinh(3*vol/(2*np.sqrt(2)*pi))/3)


def free_stiffness(h):
    sigma = np.arcsinh(h/2)
    return 2*pi/(2*sigma - np.tanh(2*sigma))


# Model parameters in eV and angstrom
gamma, a, volume = 0.03, 1.0e5, 4.0e15
density_u, push = 4.0, 2000.0
v = volume/a**3

# Landmarks of the fixed-volume family
b_flat = brentq(lambda b: joint(b, -1/b)[1] - v, 1.001, 3.0)
h_flat, _, _, _, pull_flat = joint(b_flat, -1/b_flat)
b_top = b_flat - 1e-6
b_fold = minimize_scalar(lambda b: -fixed_volume(b, v)[1], bounds=(0.2, 0.95),
                         method="bounded", options={"xatol": 1e-9}).x
h_fold, pull_fold = fixed_volume(b_fold, v)[1], fixed_volume(b_fold, v)[4]
b_peak = minimize_scalar(lambda b: -fixed_volume(b, v)[4],
                         bounds=(b_fold, 0.999), method="bounded",
                         options={"xatol": 1e-9}).x
h_peak, pull_peak = fixed_volume(b_peak, v)[1], fixed_volume(b_peak, v)[4]


def radius_at(h):
    return brentq(lambda b: fixed_volume(b, v)[1] - h, b_fold, b_top,
                  xtol=1e-13)


h0 = free_standoff(v)
k0 = free_stiffness(h0)
h_cyl = v/pi
k_cyl = pi/(2*(2*np.tan(h_cyl/2) - h_cyl))

# Energy, shape, pressure and force against direct relaxation
worst_force = 0.0
for h in (0.9, h0, 1.6, 2.0):
    b = radius_at(h)
    c, _, area, p, pull = fixed_volume(b, v)
    e_num, p_num, r_num, low = relax(h, v, want_eigenvalue=True)
    d = 0.002
    pull_num = (relax(h + d, v)[0] - relax(h - d, v)[0])/(2*d)
    dedv = (relax(h, v + d)[0] - relax(h, v - d)[0])/(2*d)
    assert abs(e_num/area - 1) < 1e-4
    assert abs(r_num[100] - b) < 1e-3
    assert abs(p_num - p) < 2e-3 and abs(dedv - p) < 2e-3
    assert abs(pull_num - pull) < 2e-3
    assert low > 0
    dz, dr = h/200, np.diff(r_num)
    r_mid = (r_num[1:] + r_num[:-1])/2
    first_integral = 2*pi*r_mid*dz/np.hypot(dz, dr) - pi*p_num*r_mid**2
    assert np.max(np.abs(first_integral - pull_num)) < 5e-3
    worst_force = max(worst_force, abs(pull_num - pull))
assert abs(fixed_volume(radius_at(h0), v)[4]) < 1e-7

# Closed-form stiffnesses against second differences of relaxed energy
k0_num = relaxed_stiffness(h0, v, 0.01)
k_cyl_num = relaxed_stiffness(h_cyl, v, 0.01)
assert abs(k0_num/k0 - 1) < 3e-3
assert abs(k_cyl_num/k_cyl - 1) < 3e-3
h_squat = 0.3
k_squat_num = relaxed_stiffness(h_squat, pi*h_squat + pi*h_squat**3/6, 0.003)
assert abs(k_squat_num/free_stiffness(h_squat) - 1) < 5e-3
squat_ratio = k_squat_num/(6*pi/h_squat**3)
assert abs(squat_ratio - 1) < 0.06

# Fold, force maximum and the cylinder's stability limit
fold_eigenvalues = []
for b in (b_fold + 0.06, b_fold - 0.06):
    c, h = fixed_volume(b, v)[:2]
    _, _, r_num, low = relax(h, v, profile(b, c, 200), want_eigenvalue=True)
    assert abs(r_num[100] - b) < 2e-3
    fold_eigenvalues.append(low)
assert fold_eigenvalues[0] > 0 > fold_eigenvalues[1]
assert h_peak < h_fold
h_between = (h_peak + h_fold)/2
b_between = radius_at(h_between)
guess = profile(b_between, fixed_volume(b_between, v)[0], 200)
k_between = relaxed_stiffness(h_between, v, 0.1*(h_fold - h_peak), guess)
assert k_between < 0
assert relax(6.1, 6.1*pi, want_eigenvalue=True)[3] > 0
assert relax(6.5, 6.5*pi, want_eigenvalue=True)[3] < 0

# Second variation for r + eps*u(z)*cos(n*phi), from the full surface area
nodes, weights = np.polynomial.legendre.leggauss(60)
phi = np.arange(32)*2*pi/32
for h in (0.9, 2.0):
    b = radius_at(h)
    c, _, _, p, _ = fixed_volume(b, v)
    t_edge, m, s = edge_parameter(b, c), 1 - (c/b)**2, np.sign(b + c)
    t, w = t_edge*(nodes + 1)/2, t_edge*weights/2
    r = b*np.sqrt(1 - m*np.sin(t)**2)
    z = s*(b*ellipeinc(t, m) + c*ellipkinc(t, m))
    dzdt = s*(r + b*c/r)
    slope = (c*c - b*b)*np.sin(t)*np.cos(t)/r/dzdt
    u, du = np.cos(pi*z/h), -pi/h*np.sin(pi*z/h)
    for n in (0, 1, 2):
        def surface_minus_volume(eps):
            wave = np.cos(n*phi)[None, :]
            big_r = r[:, None] + eps*u[:, None]*wave
            r_z = slope[:, None] + eps*du[:, None]*wave
            r_phi = -eps*n*u[:, None]*np.sin(n*phi)[None, :]
            f = np.sqrt(big_r**2*(1 + r_z**2) + r_phi**2) - p/2*big_r**2
            return 2*np.sum(w*dzdt*2*pi*f.mean(axis=1))
        eps = 1e-3
        numeric = (surface_minus_volume(eps) + surface_minus_volume(-eps)
                   - 2*surface_minus_volume(0.0))/eps**2
        root = np.sqrt(1 + slope**2)
        q_n = 2*np.sum(w*dzdt*(r*du**2/root**3 + (n*n - 1)*u**2/(r*root)))
        expected = q_n*(2*pi if n == 0 else pi)
        assert abs(numeric - expected) < 1e-4*(1 + abs(expected))

# Response to a push, and the size of gravity
b_push = brentq(lambda b: fixed_volume(b, v)[4] + push/(gamma*a),
                radius_at(h0), b_top)
h_push = fixed_volume(b_push, v)[1]
drop_linear = push/(k0*gamma)
drop_full = (h0 - h_push)*a
gamma_si = gamma*const.e/const.angstrom**2
rho_si = density_u*const.atomic_mass/const.angstrom**3
bond = rho_si*const.g*(a*const.angstrom)**2/gamma_si
assert bond < 1e-3

force = gamma*a
print(f"surface tension gamma = {gamma:.3f} eV/A^2")
print(f"pad radius a = {a:.4e} A")
print(f"solder volume V = {volume:.4e} A^3")
print(f"liquid density = {density_u:.1f} u/A^3")
print(f"Bond number = {bond:.2e} (dimensionless)")
print(f"force scale gamma*a = {force:.1f} eV/A")
print(f"free standoff h0 = {h0*a:.5e} A")
print(f"free standoff h0, converted = {h0*a*1e-4:.4f} micrometre")
print(f"free midplane radius = {np.sqrt(1 + h0*h0/4)*a:.5e} A")
print(f"sigma at h0 = {np.arcsinh(h0/2):.5f} (dimensionless)")
print(f"free stiffness K0 = {k0*gamma:.5f} eV/A^2")
print(f"K0, converted = {k0*gamma_si:.3f} N/m")
print(f"K0 from relaxed surface = {k0_num*gamma:.5f} eV/A^2")
print(f"cylinder standoff = {h_cyl*a:.5e} A")
print(f"cylinder pull = {pi*force:.2f} eV/A")
print(f"cylinder stiffness = {k_cyl*gamma:.5f} eV/A^2")
print(f"cylinder stiffness, relaxed = {k_cyl_num*gamma:.5f} eV/A^2")
print("table: h (A), b (A), c (A), p (eV/A^3), T (eV/A)")
for h in (0.8, 0.9, 1.0, 1.2, 1.4, 1.6, 1.8, 2.0):
    b = radius_at(h)
    c, _, _, p, pull = fixed_volume(b, v)
    print(f"  {h*a:.2e} {b*a:.4e} {c*a:.4e} {p*gamma/a:.4e} {pull*force:.1f}")
print(f"compression limit: h = {h_flat*a:.5e} A")
print(f"compression limit: T = {pull_flat*force:.1f} eV/A")
print(f"maximum pull: T = {pull_peak*force:.1f} eV/A")
print(f"maximum pull, converted = {pull_peak*force*const.e/1e-10:.3e} N")
print(f"maximum pull: h = {h_peak*a:.5e} A")
print(f"maximum pull: b = {b_peak*a:.4e} A")
print(f"fold: h = {h_fold*a:.5e} A")
print(f"fold: b = {b_fold*a:.4e} A")
print(f"fold: T = {pull_fold*force:.1f} eV/A")
print(f"push on joint = {push:.1f} eV/A")
print(f"standoff loss, linear = {drop_linear:.1f} A")
print(f"standoff loss, full = {drop_full:.1f} A")
print(f"largest force mismatch in tests = {worst_force*force:.3f} eV/A")
print(f"squat test, h0/a = {h_squat:.2f} (dimensionless)")
print(f"squat test, K/(6 pi gamma a^3/h0^3) = {squat_ratio:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
surface tension gamma = 0.030 eV/A^2
pad radius a = 1.0000e+05 A
solder volume V = 4.0000e+15 A^3
liquid density = 4.0 u/A^3
Bond number = 1.36e-05 (dimensionless)
force scale gamma*a = 3000.0 eV/A
free standoff h0 = 1.06941e+05 A
free standoff h0, converted = 10.6941 micrometre
free midplane radius = 1.13398e+05 A
sigma at h0 = 0.51203 (dimensionless)
free stiffness K0 = 0.74637 eV/A^2
K0, converted = 11.958 N/m
K0 from relaxed surface = 0.74639 eV/A^2
cylinder standoff = 1.27324e+05 A
cylinder pull = 9424.78 eV/A
cylinder stiffness = 0.22946 eV/A^2
cylinder stiffness, relaxed = 0.22954 eV/A^2
table: h (A), b (A), c (A), p (eV/A^3), T (eV/A)
  8.00e+04 1.3390e+05 -6.9661e+04 9.3407e-07 -27370.7
  9.00e+04 1.2620e+05 -5.1482e+04 8.0302e-07 -16390.4
  1.00e+05 1.1852e+05 -2.4762e+04 6.3995e-07 -5900.4
  1.20e+05 1.0451e+05 6.0602e+04 3.6339e-07 7230.5
  1.40e+05 9.2943e+04 1.6564e+05 2.3204e-07 11222.2
  1.60e+05 8.3379e+04 2.2651e+05 1.9362e-07 11487.9
  1.80e+05 7.5172e+04 2.2898e+05 1.9727e-07 10667.5
  2.00e+05 6.7807e+04 2.0535e+05 2.1965e-07 9608.5
compression limit: h = 7.72231e+04 A
compression limit: T = -30188.1 eV/A
maximum pull: T = 11600.1 eV/A
maximum pull, converted = 1.859e-05 N
maximum pull: h = 1.51923e+05 A
maximum pull: b = 8.7044e+04 A
fold: h = 2.78877e+05 A
fold: b = 2.9576e+04 A
fold: T = 4389.0 eV/A
push on joint = 2000.0 eV/A
standoff loss, linear = 2679.6 A
standoff loss, full = 2546.6 A
largest force mismatch in tests = 1.476 eV/A
squat test, h0/a = 0.30 (dimensionless)
squat test, K/(6 pi gamma a^3/h0^3) = 1.0460
ALL CHECKS PASSED
```
